Piezoelectric coefficient of a polar polymer with rigid dipoles

**Problem**

A poled polymer film lies between two wide, flat electrodes. Model it as a fixed number of rigid dipoles carried by an elastic matrix: when the film deforms, the dipoles move with the matrix, but neither their moments nor their tilts change. The matrix is isotropic, with Poisson ratio ν.

Axis 3 is the thickness direction and points along the polarization P. Tensile stress is positive. Let Q be the free charge on the electrode at the negative end of the dipoles, which is the lower one. The coefficient d33 is the change of Q per unit tensile force along axis 3, with the electrodes short-circuited.

The data are rough values for poled poly(vinylidene fluoride), PVDF:

- polarization P = 0.06 C/m² (6 μC/cm²)
- thickness compliance with free sides s33 = 4×10⁻¹⁰ Pa⁻¹
- Poisson ratio ν = 0.35
- thickness t₀ = 30 μm and electrode area A₀ = 1 cm²

(a) Find d33, with its sign. (b) Find d31, the change of charge per electrode area per unit tensile stress along one in-plane direction. (c) How much charge does a 10 N compression produce, and how much does the thickness change when 300 V is applied with the field along P? (d) Which neglected effects matter most?

**First estimate by scaling**

The response must vanish if there is no polarization or if the film is rigid. The simplest combination of P and s33 is their product, and it has the right unit:

(C/m²) × (m²/N) = C/N.

Hence |d33| should be P s33 = 0.06 × 4×10⁻¹⁰ = 2.4×10⁻¹¹ C/N, or 24 pC/N, times a number of order one that may depend on ν.

To guess that number and the sign, one can look at the dipole moment per volume. Under a small tensile stress X the thickness strain is s33 X and each lateral strain is −ν s33 X, so the volume grows by the fraction (1 − 2ν) s33 X. The total moment is fixed, so the moment per volume falls, with the slope

−P s33 (1 − 2ν) = −24 × 0.30 = −7.2 pC/N.

The two estimates differ by more than a factor of three. To decide between them, the charge on the electrode has to be calculated.

**Solution**

*Charge induced by one dipole.* Consider first a sheet of charge σ per area at height z between the plates, whose separation is t. Let the matrix have uniform permittivity ε, and let E₁ and E₂ be the upward fields below and above the sheet. Gauss's law and the short circuit require

ε(E₂ − E₁) = σ,

E₁z + E₂(t − z) = 0.

Inserting E₂ = E₁ + σ/ε into the second equation gives E₁t + σ(t − z)/ε = 0, so

E₁ = −σ(t − z)/(εt).

The free charge per area on the lower plate is εE₁ = −σ(t − z)/t, and ε has dropped out. On wide plates the total charge induced by a point charge does not depend on its lateral position. A sheet is a sum of point charges, so each point charge q at height z induces

−q(t − z)/t

on the lower plate. A dipole with −q at height z and +q at height z + l therefore induces

q(t − z)/t − q(t − z − l)/t = ql/t.

The height z has cancelled. Summing over all dipoles gives

Q = M/t,

where M, the sum of all ql, is the total moment along axis 3. Before deformation the charge is Q = PA₀, so M = PA₀t₀. Here P is the effective remanent polarization, as measured at the electrodes.

*Tension along the thickness.* M is constant, and the thickness becomes t = t₀(1 + s33 X). Then

Q = PA₀/(1 + s33 X).

The force is F = A₀X, referred to the original area. Differentiating at X = 0 gives

d33 = dQ/dF = (1/A₀) dQ/dX = −P s33 = −24 pC/N.

Tension moves the electrodes apart while the moment stays the same, so less charge is needed to keep them at equal potential. Compression has the opposite effect.

The rigidity of the dipoles is essential. If each height difference l grew in proportion to t, the ratio l/t would not change, Q would stay constant and d33 would be zero.

*Tension in the plane.* A stress X₁ along an in-plane axis changes the thickness by the strain −ν s33 X₁. With the charge again counted per original electrode area,

d31 = (1/A₀) dQ/dX₁ = +ν P s33 = 0.35 × 24 = 8.4 pC/N.

In-plane tension thins the film, so the sign is opposite to that of d33.

*Converse effect.* Let a voltage V hold the lower electrode at the higher potential, and write E = V/t₀ for the resulting field along P. At fixed voltage the battery exchanges energy with the film, and the dipole part of the energy to be minimized is −VQ = −MV/t. Per original volume this is

−PE/(1 + S₃),

where S₃ is the thickness strain. Its derivative with respect to S₃ is +PE/(1 + S₃)². At the minimum this must be balanced by the derivative of the elastic energy, which is the elastic stress σ₃:

σ₃ = −PE/(1 + S₃)² ≈ −PE.

The dipole term does not contain the lateral strains, so the lateral stresses vanish. To first order,

S₃ = −P s33 E,

S₁ = +ν P s33 E.

These are the same coefficients as in the direct effect, now read as −24 pm/V and +8.4 pm/V. A field along P makes the film thinner.

*Numbers for the film.* A force of 10 N on 1 cm² is a stress of 0.1 MPa. The thickness strain is −4×10⁻⁵, and the charge changes by

(−24 pC/N) × (−10 N) = +240 pC.

For 300 V the thickness change is

t₀S₃ = −P s33 V = −24 pm/V × 300 V = −7.2 nm.

The field is 0.10 MV/cm, one fifth of a rough coercive field of 0.5 MV/cm. A field along P does not reverse the dipoles, and with the voltage reversed the field would still be well below the coercive value. It is therefore reasonable to treat the dipoles as unswitched.

The electrodes also attract each other when there are no dipoles. For a strain-independent permittivity, the capacitor energy at fixed voltage is, per original volume,

−½εE²(1 + S₁)(1 + S₂)/(1 + S₃).

Its derivatives at zero strain correspond to a thickness stress −½εE² and two lateral stresses +½εE². The lateral stresses thin the film further through Poisson contraction, so the added strain is

−½εE² s33 (1 + 2ν).

With a relative permittivity of 12 this is −3.6×10⁻⁶, or 1.5 % of the linear piezoelectric strain. Numerical minimization of the full energy over all three strains, by a quasi-Newton method, gives a total thickness change of −7.31 nm. The additional 0.11 nm is the attraction strain times 30 μm. This part is even in the field and does not belong to d33.

**Comparison of estimate and solution**

The product P s33 has the correct magnitude, and the solution supplies the factor −1. The estimate from the moment per volume has the correct sign but is too small, because the electrode charge is that density times the electrode area, and the area changes too. Under tension the area shrinks by the fraction 2ν s33 X, which contributes −2ν P s33 = −16.8 pC/N. The two parts add up to

−7.2 − 16.8 = −24.0 pC/N.

The limit ν → ½ separates the two quantities clearly. The volume, and with it the moment per volume, then does not change to first order, yet d33 remains −P s33. With free sides, what matters is that the thickness can change, not that the volume can.

**What the model leaves out**

*Sides held by a stiff support.* If the lateral strains are zero, lateral stresses X₁ = X₂ appear. The condition X₁ − νX₁ − νX = 0 gives X₁ = νX/(1 − ν), and the thickness strain becomes

s33(X − 2νX₁) = s33 X (1 − ν − 2ν²)/(1 − ν) = s33 X (1 + ν)(1 − 2ν)/(1 − ν).

The effective compliance is 2.5×10⁻¹⁰ Pa⁻¹, and the coefficient falls in size to −15 pC/N. In this geometry the response does vanish for ν → ½, since the thickness cannot change without a change of volume.

*Local field.* The permittivity of the matrix dropped out above because it was taken as uniform. This matters: if the fixed moment sits in rigid layers of permittivity ε_c filling a fraction φ of the thickness, in series with soft layers of permittivity ε_a that take the whole thickness change, then Q is proportional to 1/[φ/ε_c + (1 − φ + S₃)/ε_a], and d33 = −P s33/(1 − φ + φε_a/ε_c). For φ = ½, ε_c = 3 and ε_a = 12 this is −9.6 pC/N. The effective moments were also held fixed, but they can depend on the density. Suppose that the molecules also carry induced moments, driven by the Lorentz local field p/(3ε₀), and that the factor 1/3 survives the strain. With n dipoles per volume, permanent moment m and polarizability α, the polarization at zero average field obeys

p = n[m + αp/(3ε₀)], so p = nm/(1 − x), with x = nα/(3ε₀).

The Clausius–Mossotti relation gives x = (ε∞ − 1)/(ε∞ + 2), where ε∞ is the relative permittivity without dipole rotation. Since x is proportional to n,

d ln p = d ln n [1 + x/(1 − x)] = d ln n [1 + (ε∞ − 1)/3].

Insert d ln n = −(1 − 2ν) s33 dX and add the area change −2ν s33 dX. At the same measured P,

d33 = −P s33 [1 + (ε∞ − 1)(1 − 2ν)/3].

For ε∞ = 3 the bracket is 1.2, and d33 = −28.8 pC/N.

This number depends on keeping the factor 1/3, which belongs to surroundings of cubic or spherical symmetry. Tension along one axis breaks that symmetry, and the factor then changes at first order too. If the spherical Lorentz cavity is assumed to deform with the matrix, the factor becomes 1/3 − (4/15)(1 + ν) s33 X. This adds 4(ε∞ − 1)(1 + ν)/15 = 0.72 to the bracket, which rises to 1.92. The size, and even the sign, of the correction depends on how the molecules are arranged. For point dipoles on a simple cubic lattice that follows the strain, lattice sums give a bracket of 3.9 when the polar axis is a cube edge and 0.58 when it is a body diagonal.

*Rotation of the dipoles.* If the dipoles are tilted by θ from axis 3, M is proportional to cos θ, and

d ln Q = −s33 dX − tan θ dθ.

The response is cancelled if dθ/dX = −s33/tan θ. For θ = 20° this is −0.063° per MPa. A rotation of the same size in the opposite sense would double the response. How far the dipoles really turn depends on how they are held. If their axes simply followed the strain of the matrix, tension would turn them by −(1 + ν) s33 sin θ cos θ per unit stress, or −0.010° per MPa, and the size of d33 would fall by 16 %.

*Temperature.* With moment and tilt fixed, a thickness expansion of 1.2×10⁻⁴ per kelvin changes the charge by −PA₀ × 1.2×10⁻⁴ K⁻¹ = −720 pC/K. In this model a drift of 0.33 K thus produces as much charge as the 10 N force, which matters for slow force measurements. The local field above, with ε∞ = 3 and isotropic expansion, already triples this to −2160 pC/K, an equivalent drift of 0.11 K. In a real film the moments and tilts can also change with temperature, so the equivalent drift may be quite different.

*Which effects matter most.* Among these estimates, the local field gives the least certain correction, and it can be the largest. For ε∞ = 3 it raises the size of d33 by 20 % if the factor 1/3 is kept, and by 92 % if the cavity deforms with the matrix; ordered arrangements can fall outside this range on either side. The layered permittivity contrast of 3 against 12 lowers the size by 60 %. Holding the sides lowers the size by 38 %. A tilt of 20° that follows the matrix lowers it by 16 %, but a rotation about six times larger would cancel the response, so the motion of the dipoles has to be known as well. For a strain-independent permittivity, the electrode attraction adds only 1.5 % to the thickness change at 300 V. At fixed s33, a temperature drift of a few kelvin changes d33 by at most a few tenths of a percent in this model, but it can hide the force signal.

**The real material**

The input values are in the usual range for poled PVDF, and measured values of d33 are indeed negative, with a size of a few tens of pC/N. This agreement does not show that rigid dipoles are the whole mechanism. PVDF is semicrystalline, its stretched films are not isotropic in the plane, and its dipoles need not keep their tilt. A film bonded to a stiff plate also breaks the assumption of free sides: within this model the same 10 N would then give about 150 pC instead of 240 pC. Bonding is not even needed. Between stiff plates with friction coefficient μ, the clamping stress builds up within a distance of roughly νt₀/[2μ(1 − ν)] from the edge, about 40 μm for μ = 0.2, so a thin film pressed this way is held almost everywhere. The value −24 pC/N is the prediction for free sides, fixed effective moments and fixed tilt.
